Why the Madelung correction speeds up k-point convergence of exact exchange

**A crystal of separate electron pairs**

Put one electron pair in each cell of a simple cubic crystal, in an orbital φ so compact that orbitals of different cells do not overlap. Exchange integrals between different cells contain products of non-overlapping orbitals and vanish. Each spin contributes −½ times the double integral of ρ(r)ρ(r′)/|r−r′|, with the density ρ = |φ|², so the two spins together give, in Hartree atomic units,

E_∞ = −∫∫ ρ(r)ρ(r′)/|r−r′| dr dr′.

A calculation with an N×N×N k mesh describes a periodic supercell of side L = Na, where a is the cell side. If the infinite Q = 0 Coulomb term is dropped, 1/r is replaced by the potential of a unit charge, its images at all points of the simple cubic lattice of side L, and a uniform background that neutralizes them. The density now interacts with its own images and background as well as with itself.

For a point-like density this extra potential is a constant. L is the only length available, so it is −α/L with a pure number α. The exchange energy carries a minus sign and is therefore wrong by +α/L. The number of k points is N_k = N³, so this error falls only as N_k^(−1/3).

The error depends on the charge of ρ, which is one, and not on its shape, so it can be subtracted without knowing φ. What remains comes from the finite size of ρ. It is governed by the curvature of the extra potential, which scales as 1/L³, or 1/N_k.

In a real insulator orbitals overlap and several bands are filled. Orthonormality then plays the part of the unit charge.

**The energy that is computed**

Consider a closed-shell crystal with N_occ doubly occupied bands, cell volume Ω and a uniform N×N×N mesh. The orbitals are held fixed at their converged form, so only the exchange sum is in question. The supercell volume is V = N_kΩ. Labels i and j run over all occupied spatial orbitals of the mesh, normalized in V. The exchange energy per cell is

E_x = −(1/N_k) Σ_ij ∫∫ i*(r) j(r) v(r−r′) j*(r′) i(r′) dr dr′.   (1)

The prefactor is −½ from exchange times 2 for spin. With the singular term dropped, the interaction is

v_E(r) = (1/V) Σ_{Q≠0} (4π/Q²) e^{iQ·r},   (2)

where Q runs over the reciprocal lattice of the supercell. Inserting (2) in (1) separates the integrals over r and r′. They are complex conjugates of each other, and relabelling Q as −Q gives

E_drop = −(1/V) Σ_{Q≠0} (4π/Q²) F(Q),   (3)

F(Q) = (1/N_k) Σ_ij |⟨i|e^{−iQ·r}|j⟩|².   (4)

For Bloch orbitals at k and k′ the matrix element vanishes unless Q = k′−k+G, with G a reciprocal vector of the crystal. The singular term is therefore the single one with k′ = k and G = 0. Terms with k′ = k and G ≠ 0 are finite and must be kept.

**What orthonormality fixes**

At Q = 0 the matrix element in (4) is ⟨i|j⟩ = δ_ij. There are N_kN_occ occupied spatial orbitals, hence

F(0) = (1/N_k) Σ_ij δ_ij = N_occ.   (5)

The strength of the singularity is an integer known in advance. Pairs of different bands contribute nothing to it.

To see what this does to the energy, return to real space. Define P(r,r′) = Σ_j j(r)j*(r′), the density matrix for one spin. Writing out the square in (4),

Σ_ij |⟨i|e^{−iQ·r}|j⟩|² = Σ_ij ∫∫ i*(r) e^{−iQ·r} j(r) j*(r′) e^{iQ·r′} i(r′) dr dr′
= ∫∫ |P(r,r′)|² e^{−iQ·(r−r′)} dr dr′.

The sum over j gave P(r,r′), and the sum over i gave P(r′,r) = P*(r,r′). With s = r−r′,

F(Q) = ∫_V h(s) e^{−iQ·s} ds,  h(s) = (1/N_k) ∫_V |P(r′+s,r′)|² dr′.   (6)

The function h is the exchange hole averaged over the crystal, counted here as positive. It is even in s, and (5) says that it integrates to N_occ. Equations (2), (3) and (6) combine to

E_drop = −∫_V h(s) v_E(s) ds.   (7)

The exact limit has 1/s in place of v_E and the hole of the infinite crystal in place of h.

The mesh could change both factors in (7). In an insulator the change in h is small. If the effective Hamiltonian is analytic in k, a gap makes the projector on the occupied bands analytic and periodic in k. Its Fourier coefficients, and with them P(r,r′), then decay exponentially with distance. A finite mesh adds to P only its copies displaced by supercell vectors, so h changes by an amount exponentially small in L. The slow error comes from the interaction.

**The periodic potential at short distance**

Applying −∇² to (2) gives 4π times a unit point charge at every supercell lattice point, minus 4π/V from the missing Q = 0 term. Remove the charge at the origin by defining w(r) = v_E(r) − 1/r. Near the origin w is smooth and obeys

∇²w = 4π/V.   (8)

For a cubic supercell its expansion is fixed as follows.

- The constant is −α/L, because L is the only length in the problem. Ewald summation gives α = 2.8373.
- Odd powers vanish by inversion symmetry.
- The matrix of second derivatives must be unchanged by the cubic rotations, so it is c times the unit matrix. Its trace is 3c = 4π/V by (8). The quadratic term is (c/2)r² = 2πr²/(3V).
- The next term is of fourth order in r. By dimension it scales as r⁴/L⁵.

Therefore

v_E(r) = 1/r − α/L + 2πr²/(3V) + O(r⁴/L⁵).   (9)

Insert this in (7). The first term gives E_∞, up to the exponentially small change of h. The second multiplies ∫h = N_occ. With M₂ = ∫ h(s)s² ds,

E_drop = E_∞ + N_occ α/L − 2πM₂/(3V) + O(L⁻⁵).   (10)

Since L = (ΩN_k)^(1/3), the leading error scales as N_k^(−1/3). It is positive: dropping the term makes the exchange energy too weak. The Madelung correction subtracts it,

E_corr = E_drop − N_occ α/L,   (11)

and leaves an error of order 1/N_k. The cancellation concerns the leading term, not the whole error.

The same result can be read in reciprocal space. For a hole with equal second moments along the three axes, F(Q) ≈ N_occ − Q²M₂/6 at small Q. After N_occ has been split off, the summand (4π/Q²)(F−N_occ) tends to −2πM₂/3 at Q = 0. The mesh sum omits this one point of weight 1/V. The sum lacks a negative term and is too large by 2πM₂/(3V); the energy, which is minus the sum, is too low by that amount. If the second moments differ, the limit at Q = 0 depends on direction, but (9) shows that a cubic supercell still retains only M₂.

**What sets the remaining error**

The moment M₂ measures how far the electrons are delocalized. To express it through the bands, take the dense-mesh limit, where Q can be small and continuous. Expanding the exponential in (6), with the odd term absent because h is even, gives

F(Q) = N_occ − ½ Σ_ab Q_aQ_b M_ab + …,  M_ab = ∫ h s_a s_b ds.   (12)

Now obtain F from (4). Let u_nk be the periodic part of a Bloch orbital, normalized in one cell. At each k the states u_mk form a complete set, so the overlaps of one u_{n,k+Q} with all of them have squares that sum to one. Keeping only occupied m means subtracting the empty ones:

F(Q) = N_occ − (1/N_k) Σ_k Σ_{n occ} Σ_{m empty} |⟨u_mk|u_{n,k+Q}⟩|².   (13)

For a local potential the Hamiltonian acting on u changes by Q·(p+k) + Q²/2 when k becomes k+Q. The parts without p are numbers and do not connect different states. First-order perturbation theory gives

⟨u_mk|u_{n,k+Q}⟩ = Q·⟨m|p|n⟩/(ε_n−ε_m).   (14)

Mixing among occupied states is a unitary change that leaves the sum in (13) unaltered. Inserting (14) in (13) and comparing with (12) gives ½M_ab as the coefficient of Q_aQ_b. Taking the trace,

M₂ = 2Ω_I,  Ω_I = (1/N_k) Σ_k Σ_{n occ} Σ_{m empty} |⟨m|p|n⟩|²/(ε_n−ε_m)²,   (15)

where |⟨m|p|n⟩|² is summed over the three components. The gap keeps the denominators away from zero. This form with p holds only for a local potential. If the Hamiltonian contains an exchange operator or a nonlocal pseudopotential, it changes by Q·∇_kH_k to first order, and ∇_kH_k must replace p in (14) and (15). The Wannier form given next uses only P and holds in either case.

Ω_I is the gauge-invariant part of the Wannier spread. To see this, write P in (6) with Wannier functions w_m, m counting those of one cell and j those of all cells. The factor |r−r′|² = r² + r′² − 2r·r′ gives

M₂ = 2 Σ_m [⟨w_m|r²|w_m⟩ − Σ_j |⟨w_j|r|w_m⟩|²].

In the r² and r′² terms orthonormality left only j = m. The bracket summed over m is the invariant spread per cell. For the separate pairs of the opening it reduces to ⟨r²⟩ − |⟨r⟩|² of φ.

The final law for a cubic insulator is

E_corr − E_∞ = −4πΩ_I/(3ΩN_k) + O(N_k^(−5/3)).   (16)

The corrected energy approaches its limit from below at leading order. Compact orbitals give a small coefficient and delocalized ones a large coefficient.

**How large the errors are**

Two model insulators with a cubic cell of side 6 bohr show the sizes. Their potentials are sums of cosines along x, y and z. Model A has one well per cell and one occupied band. Model B has two unequal wells along x and two occupied bands, so its hole is anisotropic and pairs of different bands enter. The reference E_∞ comes from a quadrature that uses no three-dimensional mesh.

For model A, E_∞ = −0.60687 hartree (−16.514 eV) and Ω_I = 2.7268 bohr². Errors per cell, in hartree:

N = 2: dropped +0.2275, corrected −9.0×10⁻³, 1/N_k term −6.6×10⁻³
N = 4: dropped +0.1174, corrected −8.41×10⁻⁴, 1/N_k term −8.26×10⁻⁴
N = 8: dropped +0.0590, corrected −1.034×10⁻⁴, 1/N_k term −1.033×10⁻⁴
N = 12: dropped +0.0394, corrected −3.06×10⁻⁵, 1/N_k term −3.06×10⁻⁵

The arithmetic for N = 12 uses L = 12 × 6 = 72 bohr and V = 72³ = 373248 bohr³:

α/L = 2.8373/72 = 0.03941 hartree,
4πΩ_I/(3V) = 12.566 × 2.7268/(3 × 373248) = 3.06×10⁻⁵ hartree.

Without the correction, the 1728 k points leave an error of 1.07 eV per cell, 6.5 % of the exchange energy. With it the error is 0.83 meV in magnitude, or 0.005 %. By the leading law, the uncorrected sum would need L = 2.8373/(8.41×10⁻⁴) ≈ 3400 bohr, a mesh of about 560 points per direction, to match the corrected result at N = 4.

Between N = 8 and N = 12 the fitted powers of N_k are −0.3325 for the dropped error and −1.0005 for the corrected one. Once the 1/N_k term is also removed, the power is −1.67, consistent with the bound in (16). The remainder need not have this power: by (8) the fourth-order term of w has zero Laplacian, so it averages to zero over a spherical hole. At N = 2 the corrected error is 1.36 times the 1/N_k term, so the asymptotic formula is only a rough guide on so small a mesh.

Model B has E_∞ = −1.43537 hartree and Ω_I = 4.208 bohr². At N = 12 its dropped error, multiplied by L/α, is 1.9988. The leading law predicts N_occ = 2, and the small deficit is the 1/N_k term. The corrected error is −4.73×10⁻⁵ hartree against a predicted −4.72×10⁻⁵. The anisotropy of the hole does not spoil (16) on a cubic mesh. The numerical check asserts the N_k^(−1/3) and 1/N_k laws and their coefficients for both models; the N_k^(−5/3) power of the remainder is asserted for model A only.

**Without a gap**

The electron gas shows what the gap was needed for. Its orbitals are plane waves, and F(Q), now taken per electron pair, is the fraction of the Fermi sphere that stays inside the sphere when shifted by Q. With y = Q/k_F, the overlap of the two spheres consists of two caps of height (1−y/2)k_F. For y < 2 the volume of the caps divided by that of the sphere is

F = ½(1−y/2)²(2+y/2) = 1 − 3y/4 + y³/16.   (17)

The value at Q = 0 is still one, so the correction per pair is still α/L. But F now falls linearly, because electrons near the Fermi surface leave the sphere under any small shift. The linear term contributes −3π/(k_FQ) to the summand 4πF/Q², which is singular at the omitted point.

Its mesh error follows from an electrostatic analogy. The points Q form a simple cubic lattice of spacing b = 2π/L. The sum of 1/Q over Q ≠ 0, minus the corresponding integral, is the potential at one site of a lattice of unit charges due to the other charges and a neutralizing background. By the definition of α this is −α/b = −αL/(2π). F vanishes beyond Q = 2k_F and so supplies the cutoff that the sum and the integral need. Multiplying by 1/V = 1/L³, by −3π/k_F, and by the overall minus sign in (3),

E_corr − E_∞ ≈ −(1/L³)(−3π/k_F)(−αL/(2π)) = −3α/(2k_FL²).   (18)

This scales as N_k^(−2/3). With one pair per cell of side 6 bohr, k_F = 0.6496 bohr⁻¹. At N = 40, L = 240 bohr and (18) gives −1.137×10⁻⁴ hartree per pair, equal to the computed error to the digits shown. The fitted power is −0.667.

The calculation uses the smooth F of (17). On an actual mesh the Fermi sphere is filled point by point, which adds a sampling error not included here. For a metal with a sharp Fermi surface and integer occupations, (5) still fixes F(0) and the correction still removes the leading term, but the 1/N_k law is lost.

**What to do in practice**

*Find out what the code does with the singular term.* Equation (11) applies if that term has been set to zero. If the code already corrects for it, a second subtraction creates an error of −N_occ α/L, as large as the original one and of opposite sign.

*Use the Madelung constant of the supercell.* The relevant shape is that of the cell repeated along each axis by its number of k points. The value 2.8373 belongs to the simple cubic lattice. An N×N×N mesh on a primitive fcc or bcc cell gives an fcc or bcc supercell, with α = 2.8883 or 2.8885 for L = V^(1/3); the quadratic term of (9), and with it (16), is unchanged. A cubic crystal with an N₁×N₂×N₃ mesh of unequal numbers does not have a cubic supercell, and α = 2.8373 does not apply. The constant can even change sign: in units of V^(−1/3), Ewald summation gives 2.275 for sides 1:1:2 and −0.458 for sides 1:1:4, where the leading error of the dropped sum is negative. For any fixed supercell shape the constant term of w still scales as 1/L and its second derivatives as 1/V, so the powers of N_k in an insulator survive. The coefficient of the 1/N_k term may then involve the separate moments M_ab and not just their trace.

*Extrapolate what remains linearly in 1/N_k.* For two meshes of the same shape in an insulator, assume E_corr = E_∞ + C/N_k. Multiplying each energy by its N_k and subtracting removes C:

E_∞ ≈ [N_k2 E_corr(N_k2) − N_k1 E_corr(N_k1)]/(N_k2 − N_k1).   (19)

For model A with N = 4 and N = 6, the corrected errors are −8.406×10⁻⁴ and −2.453×10⁻⁴ hartree. The error of the extrapolated value is

[216 × (−2.453×10⁻⁴) − 64 × (−8.406×10⁻⁴)]/152 = +5.4×10⁻⁶ hartree,

about 45 times smaller in magnitude than that of the better mesh. Alternatively, Ω_I from a Wannier calculation gives the 1/N_k term through (16), provided Ω_I is itself converged; for model A the finite-difference value 3[1 − F(b)]/b², with b the shortest mesh vector, of length 2π/L, is 4 % too small on the N = 4 mesh.

*Watch energy differences.* At the same supercell and the same N_occ the leading error N_occ α/L cancels between two structures, and only the difference of the 1/N_k terms remains. It does not cancel when the volume changes. At fixed N the spurious energy N_occ α/(Na) falls as a grows, so for α > 0 an uncorrected calculation is biased towards too large a cell.

*Scale the correction with the exchange.* A hybrid functional that contains a fraction of full-range exchange needs the same fraction of N_occ α/L. For a screened interaction with kernel (4π/Q²)(1−e^{−Q²/(4ω²)}), where ω is the inverse screening length, expanding the exponential gives the finite value π/ω² at Q = 0. With that term included, the interaction is the sum of erfc(ωr)/r over the supercell images, and the images are negligible once L is well beyond 1/ω; the term should then be included, not dropped. For L below about 1/ω the images still interact, and including the term can leave the larger error. Omitting it would raise the energy per cell by N_occ π/(ω²V) for unit weight of the screened exchange.

The correction requires only the Madelung constant and size of the supercell and the number of occupied bands, so its cost is negligible beside that of the exchange sum. As long as v_E is the interaction, tighter orbital thresholds or a longer cutoff on P cannot replace it: in an insulator, once L is well beyond the decay length of P, the hole is already well described, and the error lies in the long-range potential that acts on it. Changing that potential is the other remedy. If 1/r is cut off at the radius L/2, the kernel is finite at Q = 0 and (7) samples the hole with the true 1/s, so only the exponentially small error remains; for model A it is −1.1×10⁻⁵ hartree at N = 4 and −6×10⁻⁸ at N = 6.

Computed values

```
Madelung constant alpha = 2.837297 (dimensionless)
r^2 coefficient, unit cube, along x = 2.0956; 2 pi/3 = 2.0944
cell side a = 6.0 bohr
amplitudes: single well 0.5, double well 1.5, tilt 0.05 hartree
model B, N=2, E_drop: 3D orbitals -0.97702793, factorized -0.97702793 hartree
largest deviation of <i|j> from identity = 1.1e-15
MODEL A: n_occ = 1, band gap = 0.4355 hartree
 E_inf = -0.60686621 hartree = -16.51367 eV
 spread = 2.72675 bohr^2, hole second moment = 5.45351 bohr^2
 N  N_k  E_drop  error_drop  error_corr  predicted (hartree)
  2     8 -0.37938195 0.22748426 -8.9572e-03 -6.6098e-03
  4    64 -0.48948611 0.11738009 -8.4064e-04 -8.2623e-04
  6   216 -0.52829769 0.07856852 -2.4530e-04 -2.4481e-04
  8   512 -0.54785923 0.05900698 -1.0338e-04 -1.0328e-04
 12  1728 -0.56748991 0.03937629 -3.0615e-05 -3.0601e-05
 exponents of N_k (N=8 to 12): dropped -0.3325, corrected -1.0005
 error_drop*L/alpha at N=12 = 0.99922; error_corr/predicted = 1.00044
 N=12 errors: dropped 1.07148 eV, corrected -8.331e-04 eV
 exponent after removing the 1/N_k term = -1.6707
MODEL B: n_occ = 2, band gap = 0.3012 hartree
 E_inf = -1.43537124 hartree = -39.05844 eV
 spread = 4.20797 bohr^2, hole second moment = 8.41594 bohr^2
 N  N_k  E_drop  error_drop  error_corr  predicted (hartree)
  2     8 -0.97702793 0.45834332 -1.4540e-02 -1.0200e-02
  4    64 -1.20023255 0.23513869 -1.3028e-03 -1.2751e-03
  6   216 -1.27812261 0.15724863 -3.7901e-04 -3.7779e-04
  8   512 -1.31731016 0.11806108 -1.5965e-04 -1.5938e-04
 12  1728 -1.35660468 0.07876656 -4.7259e-05 -4.7224e-05
 exponents of N_k (N=8 to 12): dropped -0.3327, corrected -1.0008
 error_drop*L/alpha at N=12 = 1.99880; error_corr/predicted = 1.00074
 N=12 errors: dropped 2.14335 eV, corrected -1.286e-03 eV
ELECTRON GAS: kF = 0.64963 1/bohr, E_inf = -0.310175 hartree per pair
 F(kF/2): counted 0.6328, formula 0.6328
 corrected error: N=20 -4.5495e-04, N=40 -1.1374e-04 hartree
 predicted at N=40 -1.1374e-04 hartree; exponent of N_k = -0.6667
```
